# Charge fluctuations at fixed source voltage and the thermopotentiostat update, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

A simulation cell contains two electrodes with charges $+q$ and $-q$ and, between them, an environment (electrolyte, adsorbates, dielectric) with coordinates $x$. The potential energy of the cell is $U(x,q)$. Kinetic energies do not depend on $q$, so momenta factor out of every equilibrium average and are written only where they matter. Charges are in $e$, voltages in V, energies in eV, lengths in Å, times in fs; $\beta = 1/kT$.

The instantaneous voltage is the work per unit charge moved from the negative to the positive electrode at fixed $x$:
$$\Phi(x,q) = \frac{\partial U}{\partial q}. \tag{1}$$

The electrodes are connected to a source, taken as a capacitor $C_R$ that shares a total charge $Q$ with the cell. Its energy is $(Q-q)^2/2C_R = Q^2/2C_R - (Q/C_R)\,q + q^2/2C_R$. In the limit $C_R \to \infty$ at fixed $\Phi_0 = Q/C_R$ the last term vanishes and the first does not depend on the state of the cell. The canonical weight of cell plus source becomes the constant-potential ensemble
$$P(x,q) = \frac{1}{Z(\Phi_0)}\, e^{-\beta [U(x,q) - \Phi_0 q]}, \qquad Z(\Phi_0) = \int dx\, dq\; e^{-\beta [U - \Phi_0 q]}. \tag{2}$$
Averages over $P$ are written $\langle\cdot\rangle$. What is fixed is the source voltage $\Phi_0$; the voltage $\Phi$ fluctuates.

The differential capacitance $C = d\langle q\rangle/d\Phi_0$, at fixed temperature, contains the response of the environment. The bare capacitance $C_0$, with $1/C_0 = \partial^2 U/\partial q^2$, is the response at frozen $x$.

For a time step $\Delta t$ and a relaxation time $\tau$, set $h = \Delta t/\tau$, $\rho = e^{-h}$ and $a = 1-\rho$, so that $1-\rho^2 = (1-\rho)(1+\rho) = a(2-a)$. The thermopotentiostat update is
$$q' = q - C_0\,[\Phi(x,q) - \Phi_0]\,(1-e^{-h}) + \xi\sqrt{kT\,C_0\,(1-e^{-2h})}, \tag{3}$$
with $\xi$ a standard normal number drawn afresh at each step.

Three assumptions are used.

(E) $q$ is a classical variable, $U$ does not depend on $\Phi_0$, and $Z$ is finite near $\Phi_0$, so that derivatives pass under the integral and boundary terms at $q \to \pm\infty$ vanish.

(Q) $q$ is continuous and $\partial^2 U/\partial q^2 = 1/C_0 > 0$ depends neither on $q$ nor on $x$.

(S) The environment is moved at fixed $q$, before or after (3) but not together with it, by a rule that leaves the conditional density $P(x|q)$ invariant.

## Theorem

(A) Under (E), $\mathrm{Var}\,q = kT\,C$.

(B) Under (E) and (Q), $C = C_0 + \beta\,\mathrm{Var}\,q^*$, where $q^*(x)$ is the charge at which $\Phi = \Phi_0$. Also $\langle\Phi\rangle = \Phi_0$ and $\mathrm{Var}\,\Phi = kT/C_0$.

(C) Under (E) and (Q), (3) is the exact solution over $\Delta t$, at frozen $x$, of the Langevin equation of the cell charged through a resistor $R = \tau/C_0$ at temperature $T$. It obeys detailed balance with respect to $P(q|x)$ for every $h>0$.

(D) Under (E), (Q) and (S), the alternation of (3) with the move of $x$ leaves $P(x,q)$ invariant for every $h>0$, so that its stationary charge variance is $kT\,C$.

The capacitance in the variance, $C$, and the capacitance in the update, $C_0$, are different quantities. "Exact for any time step" refers to the charge move and to the sampled distribution; it does not extend to the coupled time evolution of $x$ and $q$.

## Lemma 1: variance and response

**Lemma 1.** Under (E), $\mathrm{Var}\,q = kT\,d\langle q\rangle/d\Phi_0$.

Proof. The voltage $\Phi_0$ enters (2) only through $e^{\beta\Phi_0 q}$, so each derivative brings down a factor $\beta q$: $Z' = \beta Z\langle q\rangle$ and $Z'' = \beta^2 Z\langle q^2\rangle$. The first gives $\langle q\rangle = kT\,Z'/Z$. Differentiating it,
$$\frac{d\langle q\rangle}{d\Phi_0} = kT\left[\frac{Z''}{Z} - \left(\frac{Z'}{Z}\right)^2\right] = kT\,\beta^2\left[\langle q^2\rangle - \langle q\rangle^2\right] = \beta\,\mathrm{Var}\,q. \tag{4}$$
Multiplying by $kT$ gives the claim. ∎

Remark 1. Nothing about the shape of $U$ was used. The capacitance in (4) is the slope of $\langle q\rangle$ at $\Phi_0$, not the ratio $\langle q\rangle/\Phi_0$. It cannot be negative in this ensemble.

Remark 2 (integer charge). The proof holds with the integral over $q$ replaced by a sum over $q = ne$. The value of $C$ can then differ strongly from the geometric one. For an empty capacitor the weights are $\exp[-\beta(n^2e^2/2C_0 - ne\Phi_0)]$. If $0 < e\Phi_0 < e^2/2C_0$, and both $e\Phi_0$ and $e^2/2C_0 - e\Phi_0$ are large against $kT$, the state $n=0$ dominates, $n=1$ is the leading excitation, and $\mathrm{Var}\,n \approx \exp[-\beta(e^2/2C_0 - e\Phi_0)]$. This is Coulomb blockade. When the Gaussian width $\sqrt{kTC_0}$ reaches the spacing $e$, the sum approaches the integral: for $kTC_0 = 1\,e^2$ the program finds the variance equal to $kTC_0$ within a relative $10^{-5}$. The continuous charge in (Q) is therefore a modelling choice for a small cell, motivated by the fact that the charge on part of an extended electrode need not be an integer. A periodic cell keeps only the charge fluctuation that is the same in every image. A patch of an extended electrode also exchanges charge with its neighbours, so its charge variance is not that of the cell.

Remark 3 (quantum case). If the charge operator commutes with the Hamiltonian, $Z = \mathrm{Tr}\,e^{-\beta(H-\Phi_0 q)}$ is a sum over common eigenstates and the proof is unchanged. If it does not commute, (4) fails. For an LC circuit, $H - \Phi_0 q = \phi^2/2L + (q - C\Phi_0)^2/2C - C\Phi_0^2/2$ with $[q,\phi] = i\hbar$. This is an oscillator of mass $L$ and frequency $\omega = 1/\sqrt{LC}$ centred at $C\Phi_0$, so the response is $C$. With $q - C\Phi_0 = \sqrt{\hbar/2L\omega}\,(b+b^\dagger)$, $1/L\omega = \omega C$ and $\langle (b+b^\dagger)^2\rangle = 2\bar n+1 = \coth(\beta\hbar\omega/2)$,
$$\frac{\mathrm{Var}\,q}{kT\,C} = \eta\coth \eta, \qquad \eta = \frac{\beta\hbar\omega}{2}.$$
The ratio tends to 1 for $\hbar\omega \ll kT$. At $\hbar\omega = 2kT$, diagonalisation gives 1.313, which is $\coth 1$.

## Lemma 2: the quadratic structure

**Lemma 2.** Under (Q), $P(q|x)$ is a Gaussian of mean $q^*(x)$ and variance $\sigma^2 = kT\,C_0$, and (B) holds.

Proof. Integrating $\partial_q^2 U = 1/C_0$ twice gives $U = q^2/2C_0 + q\,v(x) + W(x)$ with two functions of $x$, and $\Phi = q/C_0 + v(x)$. The condition $\Phi = \Phi_0$ gives $q^* = C_0(\Phi_0 - v)$, hence
$$\Phi - \Phi_0 = \frac{q - q^*(x)}{C_0}. \tag{5}$$
Since $v - \Phi_0 = -q^*/C_0$, completing the square gives
$$U - \Phi_0 q = \frac{q^2 - 2qq^*}{2C_0} + W = \frac{(q-q^*)^2}{2C_0} - \frac{q^{*2}}{2C_0} + W. \tag{6}$$
At fixed $x$ the weight is proportional to $e^{-y^2/2\sigma^2}$ with $y = q - q^*$ and $\sigma^2 = kTC_0$. Thus $y$ has mean zero and variance $\sigma^2$ for every $x$. By (5), $\langle\Phi\rangle - \Phi_0 = \langle y\rangle/C_0 = 0$ and $\mathrm{Var}\,\Phi = \sigma^2/C_0^2 = kT/C_0$. Writing $q - \langle q\rangle = y + (q^* - \langle q^*\rangle)$, which is allowed because $\langle y\rangle = 0$, and squaring,
$$\mathrm{Var}\,q = \langle y^2\rangle + 2\langle y\,(q^* - \langle q^*\rangle)\rangle + \mathrm{Var}\,q^* = kTC_0 + \mathrm{Var}\,q^*. \tag{7}$$
The cross term vanishes because the average over $y$ at fixed $x$ is zero. Multiplying by $\beta$ and using Lemma 1 gives $C = C_0 + \beta\,\mathrm{Var}\,q^*$. ∎

Remark 4. The integral of $e^{-y^2/2\sigma^2}$ over $y$ does not depend on $x$, so the marginal density of $x$ is proportional to $\exp[-\beta(W - q^{*2}/2C_0)]$. This is the Boltzmann weight on the surface obtained by setting $q = q^*(x)$ at every configuration. Under (Q), a scheme that pins $\Phi = \Phi_0$ therefore samples $x$ correctly, but its charge variance is $\mathrm{Var}\,q^*$, and $C_0$ must be added by hand to obtain $C$.

Remark 5. (Q) holds when $q$ enters through classical electrostatics with fixed electrode geometry and fixed-charge environment. Electronic polarisation that is linear and follows the field instantly belongs to $C_0$, which then in general depends on $x$ if the polarisable particles move. If the curvature depends on $x$ but not on $q$, $P(q|x)$ is still Gaussian, the proofs of (C) and (D) go through with $C_0(x)$ inserted in (3), and (7) holds with $\langle C_0(x)\rangle$; the marginal of $x$ then gains a factor $\sqrt{C_0(x)}$ from the Gaussian integral. A curvature that depends on $q$, as from a structured electronic density of states, is treated in Proposition 2.

## Lemma 3: the strength of the noise

A resistor $R$ between source and cell carries the current $(\Phi_0 - \Phi)/R$ onto the positive electrode. Its thermal agitation is modelled as white noise of constant strength $D$:
$$dq = -\frac{\Phi(x,q) - \Phi_0}{R}\,dt + \sqrt{2D}\,dW. \tag{8}$$
$W(t)$ is a Wiener process: its increments over disjoint intervals are independent Gaussians of mean zero and variance equal to the length of the interval.

**Lemma 3.** At frozen $x$ and for any $U$ obeying (E) with $q$ continuous, $P(q|x)$ is stationary under (8) if and only if $D = kT/R$.

Proof. Let $\nu(q) = -(\Phi - \Phi_0)/R$. Over a short time $\delta$ the increment $\Delta$ has $E\Delta = \nu\delta + o(\delta)$, $E\Delta^2 = 2D\delta + o(\delta)$, and higher moments $o(\delta)$. For a smooth $f$ vanishing at infinity, Taylor expansion gives $E f(q+\Delta) - f(q) = \delta\,(\nu f' + Df'') + o(\delta)$. Averaging over a density $p(q,t)$, dividing by $\delta$ and integrating by parts (once in the first term, twice in the second) gives $\int f\,\partial_t p = \int f\,[-\partial_q(\nu p) + D\,\partial_q^2 p]$ for all $f$. This is the Fokker-Planck equation
$$\partial_t p = -\partial_q J, \qquad J = \nu p - D\,\partial_q p. \tag{9}$$
A stationary $p$ has $J$ independent of $q$, and $J$ vanishes at infinity, so $J = 0$. For $p \propto e^{-\beta(U-\Phi_0 q)}$, $\partial_q p = -\beta(\Phi-\Phi_0)\,p$, so
$$J = (\Phi - \Phi_0)\,p\left[-\frac1R + \beta D\right].$$
$\Phi - \Phi_0$ cannot vanish for all $q$, since $p$ would then be constant and not normalisable. The bracket must vanish, and conversely a vanishing bracket gives $J=0$. ∎

Remark 6. The noise current $\sqrt{2D}\,dW/dt$ has correlation $(2kT/R)\,\delta(t-t')$, the classical Johnson-Nyquist noise of the resistor. This white form holds only at frequencies with $\hbar\omega \ll kT$, so (8) describes a physical circuit only if $\hbar/RC_0 \ll kT$; as a sampling scheme it is valid for any $R$. $R$ drops out of the stationary density: it sets the speed of relaxation only.

## Lemma 4: exact integration at frozen environment

**Lemma 4.** Under (Q), with $D = kT/R$ and $\tau = RC_0$, the solution of (8) at frozen $x$ after a time $\Delta t$ is distributed as (3).

Proof. With $x$ frozen, $q^*$ is a constant and $dy = dq$. Inserting (5) in (8) gives the Ornstein-Uhlenbeck equation
$$dy = -\frac{y}{\tau}\,dt + \sqrt{2D}\,dW, \qquad D\tau = \frac{kT}{R}\,RC_0 = \sigma^2. \tag{10}$$
The function $e^{t/\tau}y$ is linear in $y$, so its second derivative in $y$ vanishes and there is no Itô correction to the product rule:
$$d\left(e^{t/\tau}y\right) = e^{t/\tau}\left(\frac{y}{\tau}\,dt + dy\right) = e^{t/\tau}\sqrt{2D}\,dW.$$
Integrating from $0$ to $\Delta t$ and multiplying by $e^{-\Delta t/\tau} = \rho$,
$$y' = \rho\,y + \sqrt{2D}\int_0^{\Delta t} e^{-(\Delta t - s)/\tau}\,dW(s). \tag{11}$$
The integral is the limit of sums $\sum_i f(s_i)\,\Delta W_i$ with a non-random $f$. Each sum is a linear combination of independent centred Gaussians, hence a centred Gaussian of variance $\sum_i f(s_i)^2\Delta s_i$, and the limit has variance $\int f^2 ds$ (the Itô isometry). The noise term of (11) thus has variance
$$2D\int_0^{\Delta t} e^{-2(\Delta t - s)/\tau}ds = 2D\,\frac{\tau}{2}\left(1 - e^{-2\Delta t/\tau}\right) = \sigma^2(1-\rho^2).$$
So $y' = \rho y + \xi\sigma\sqrt{1-\rho^2}$. Adding $q^*$ to both sides and using $\rho y = y - a y$ gives $q' = q - a y + \xi\sigma\sqrt{1-\rho^2}$, and (5) turns $y$ into $C_0(\Phi-\Phi_0)$. This is (3). ∎

The result can be confirmed without stochastic calculus. Let $K = (2\pi v)^{-1/2}e^{-u^2/2v}$ with $u = y - m(t)$ and $v = v(t)$. Then
$$\frac{\partial_t K}{K} = \frac{u\,\dot m}{v} + \frac{u^2\,\dot v}{2v^2} - \frac{\dot v}{2v}.$$
The right side of (9) with $\nu = -y/\tau$, using $\partial_yK = -uK/v$, $\partial_y^2K = (u^2/v^2 - 1/v)K$ and $yu = u^2 + mu$, is
$$\frac{\partial_y(yK)/\tau + D\,\partial_y^2K}{K} = \left(\frac1\tau - \frac Dv\right) - \frac{m}{\tau v}\,u + \left(\frac{D}{v^2} - \frac{1}{\tau v}\right)u^2.$$
The terms linear in $u$ require $\dot m = -m/\tau$. The quadratic and the constant terms both require $\dot v = 2D - 2v/\tau$. With $m(0) = y$ at the start and $v(0) = 0$ the solutions are $m = y\,e^{-t/\tau}$ and $v = D\tau(1-e^{-2t/\tau})$, as in (11).

Remark 7. The update needs only the measured voltage, never $q^*$ itself. For $h \ll 1$, $a \to h$ and $1-\rho^2 \to 2h$, and (3) reduces to the Euler-Maruyama step of (8). For $h \to \infty$, $q' = q^* + \xi\sigma$: the charge forgets its old value and is drawn directly from $P(q|x)$. Dropping the noise leaves a potentiostat that drives $y$ to zero; by (6) each such step lowers $U - \Phi_0 q$, the energy of cell plus source, by $(1-\rho^2)\,y^2/2C_0$, with nothing to return it.

## Lemma 5: detailed balance

**Lemma 5.** The transition density $K(y'|y)$ of (3) and $\pi(y) = (2\pi\sigma^2)^{-1/2}e^{-y^2/2\sigma^2}$ satisfy $K(y'|y)\pi(y) = K(y|y')\pi(y')$ for every $h>0$.

Proof. $K(y'|y)$ is a Gaussian in $y'$ of mean $\rho y$ and variance $\sigma^2(1-\rho^2)$; its prefactor contains neither $y$ nor $y'$. The exponent of the product $K\pi$ is minus
$$\frac{(y'-\rho y)^2}{2\sigma^2(1-\rho^2)} + \frac{y^2}{2\sigma^2} = \frac{y'^2 - 2\rho yy' + \rho^2y^2 + (1-\rho^2)y^2}{2\sigma^2(1-\rho^2)} = \frac{y'^2 - 2\rho yy' + y^2}{2\sigma^2(1-\rho^2)},$$
which is symmetric in $y$ and $y'$. ∎

Integrating the identity over $y$, with $\int K(y|y')\,dy = 1$, gives $\int K(y'|y)\pi(y)\,dy = \pi(y')$: the density $\pi$ is invariant. It is also reached from any start. After $n$ steps the mean is $\rho^n y_0$, and the variance is the geometric sum $\sigma^2(1-\rho^2)\sum_{j=0}^{n-1}\rho^{2j} = \sigma^2(1-\rho^{2n})$. These are the mean and variance of one step of length $n\Delta t$, and they tend to $0$ and $\sigma^2$ because $\rho<1$. The proof used only the pairing of the damping factor $\rho$ with the noise factor $\sqrt{1-\rho^2}$; this pairing, not the smallness of $h$, makes the sampling exact.

## Lemma 6 and proof of the theorem

**Lemma 6.** If a move of $q$ at fixed $x$ leaves $P(q|x)$ invariant for every $x$, and a move of $x$ at fixed $q$ leaves $P(x|q)$ invariant for every $q$, then each leaves $P(x,q)$ invariant, and so does any sequence of them.

Proof. Write $P(x,q) = P(x)P(q|x)$. After the charge move with kernel $K_x$ the density is $P(x)\int K_x(q'|q)P(q|x)\,dq = P(x)P(q'|x) = P(x,q')$. The same argument with the factorisation $P(q)P(x|q)$ covers the other move. A density returned unchanged by each move is returned unchanged by their composition. ∎

Proof of the theorem. (A) is Lemma 1 and (B) is Lemma 2. (C) is Lemmas 3, 4 and 5. For (D), Lemma 5 supplies the first hypothesis of Lemma 6 and (S) the second; the variance follows from (A). ∎

Remark 8. At fixed $q$ the term $\Phi_0 q$ is a constant, so $P(x|q) \propto e^{-\beta U(x,q)}$: the environment is moved with ordinary constant-charge forces. Metropolis moves satisfy (S). So does exact Hamiltonian flow in $(x,p)$, because it conserves phase-space volume and energy. Invariance does not by itself make time averages converge to $P$; that requires the chain to be ergodic, which depends on the move of $x$.

Remark 9 (dynamics). Let $\mathcal L_q$ and $\mathcal L_x$ generate the evolution of the density under (8) and under the motion of $x$. The coupled system evolves with $e^{\Delta t(\mathcal L_x + \mathcal L_q)}$, the alternation with $e^{\Delta t\mathcal L_x}e^{\Delta t\mathcal L_q}$. Expanding both formally to second order, the product minus the exponential of the sum is $\tfrac12\Delta t^2[\mathcal L_x,\mathcal L_q]$, which is nonzero because $q^*$ moves with $x$. Time correlation functions therefore carry a splitting error. The stationary density does not, since $\mathcal L_qP = \mathcal L_xP = 0$ separately.

This part has shown that $\mathrm{Var}\,q = kT\,C$ and that, under (E), (Q) and (S), alternating the update (3) with a move of the environment at fixed $q$ leaves the constant-potential ensemble invariant for every $h>0$. What remains is to find the errors that arise when the factors, the quadratic energy or the ordering of the moves are changed, and to work through a numerical example.
